# Debugging a numerical check: The Four Three-Dimensional Van Hove Singularities: Side and Sign

```python
"""
Van Hove singularities of the joint density of states in three dimensions.

J(E) = 2/(2 pi)^3 * integral d^3k delta(E(k) - E), Hartree atomic units.
Near a critical point of energy E0 with curvatures s_i/m_i (s_i = +1 or -1),
and r negative curvatures, the singular part of J is
    r = 0: +A sqrt(E - E0) above      r = 1: -A sqrt(E0 - E) below
    r = 2: -A sqrt(E - E0) above      r = 3: +A sqrt(E0 - E) below
with A = sqrt(2 m1 m2 m3)/pi^2. On the opposite side J is smooth.

Lattice model: E(k) = gap + sum_i w_i (1 - cos(k_i a)).
Energies called x are measured from the gap.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import ellipkm1

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
a = 8.0
gap = 0.10
w = np.array([0.02, 0.03, 0.04])
SIDE = {0: +1, 1: -1, 2: +1, 3: -1}    # +1: root lies above E0
SIGN = {0: +1, 1: -1, 2: -1, 3: +1}    # sign of the root term


def clustered_rule(n):
    """Quadrature on (0,1), nodes crowded at both ends."""
    t, weight = np.polynomial.legendre.leggauss(n)
    u = (t + 1) / 2
    return u**2 * (3 - 2 * u), 3 * u * (1 - u) * weight


NODES, WEIGHTS = clustered_rule(600)


def density_two_axes(e):
    """Normalized density of w1(1-cos t1) + w2(1-cos t2) at energy e.

    The integral over one energy share is a complete elliptic integral
    between the two middle roots of a quartic with four real roots.
    """
    result = np.zeros_like(e)
    inside = (e > 0) & (e < 2 * w[0] + 2 * w[1])
    v = e[inside]
    r1, r2, r3, r4 = np.sort(
        np.array([0 * v, 0 * v + 2 * w[0], v, v - 2 * w[1]]), axis=0)
    scale = (r4 - r2) * (r3 - r1)
    complement = (r4 - r3) * (r2 - r1) / scale
    result[inside] = 2 / np.pi**2 / np.sqrt(scale) * ellipkm1(complement)
    return result


def density_three_axes(x):
    """Normalized density of E(k) - gap, integrating over the third axis."""
    edges = np.array([0, 2 * w[0], 2 * w[1], 2 * w[0] + 2 * w[1]])
    c = 1 - (x - edges) / w[2]
    breaks = np.arccos(c[np.abs(c) < 1])
    points = np.sort(np.concatenate(([0.0], breaks, [np.pi])))
    total = 0.0
    for left, right in zip(points[:-1], points[1:]):
        theta = left + (right - left) * NODES
        e = x - 2 * w[2] * np.sin(theta / 2)**2
        total += (right - left) * np.dot(WEIGHTS, density_two_axes(e))
    return total / np.pi


def joint_dos(x):
    return 2 / a**3 * density_three_axes(x)


def transition_energy(k):
    return gap + np.sum(w * (1 - np.cos(k * a)))


def gradient_and_hessian(k):
    h = 0.01 / a
    step = h * np.eye(3)
    f = transition_energy
    grad = np.array([(f(k + s) - f(k - s)) / (2 * h) for s in step])
    hess = np.array([[(f(k + s + t) - f(k + s - t) - f(k - s + t)
                       + f(k - s - t)) / (4 * h**2) for t in step]
                     for s in step])
    return grad, hess


# Find the type, energy and predicted strength of every critical point.
critical = []
for corner in itertools.product([0, 1], repeat=3):
    k0 = np.pi / a * np.array(corner)
    grad, hess = gradient_and_hessian(k0)
    assert np.max(np.abs(grad)) < 1e-10
    curvature = np.linalg.eigvalsh(hess)
    index = int(np.sum(curvature < 0))
    strength = np.sqrt(2 / np.prod(np.abs(curvature))) / np.pi**2
    critical.append((transition_energy(k0) - gap, index, strength))
critical.sort()
counts = [sum(p[1] == r for p in critical) for r in range(4)]
assert counts == [1, 3, 3, 1]

# The zone integral against direct counting of k points in energy windows.
n_mesh = 200
angle = (np.arange(n_mesh) + 0.5) * np.pi / n_mesh
part = [wi * (1 - np.cos(angle)) for wi in w]
mesh = (part[0][:, None, None] + part[1][None, :, None]
        + part[2][None, None, :]).ravel()
levels = np.array([p[0] for p in critical])
s48, g48 = clustered_rule(48)
window_integral = []
window_count = []
for low, high in zip(levels[:-1], levels[1:]):
    values = [density_three_axes(low + (high - low) * s) for s in s48]
    window_integral.append((high - low) * np.dot(g48, values))
    window_count.append(np.mean((mesh >= low) & (mesh < high)))
del mesh
norm = sum(window_integral)
count_error = np.max(np.abs(np.array(window_integral) - window_count))
assert abs(norm - 1) < 1e-5
assert count_error < 5e-4              # finite k mesh

# Side, sign and strength: extrapolate J from the smooth side by a cubic
# and divide the deviation on the singular side by sqrt(distance).
TO_MINUS_ONE = np.array([10, -20, 15, -4])
TO_ZERO = np.array([4, -6, 4, -1])
fine, coarse, tiny = 1e-4, 4e-4, 1e-6


def root_coefficient(x0, side, d):
    smooth = np.array([joint_dos(x0 - side * j * d) for j in range(1, 5)])
    deviation = joint_dos(x0 + side * d) - TO_MINUS_ONE @ smooth
    return deviation / np.sqrt(d), TO_ZERO @ smooth


def slope(x):
    h = 0.1 * tiny
    return (joint_dos(x + h) - joint_dos(x - h)) / (2 * h)


rows = []
for x0, index, strength in critical:
    side, sign = SIDE[index], SIGN[index]
    c_fine, j_zero = root_coefficient(x0, side, fine)
    c_coarse, _ = root_coefficient(x0, side, coarse)
    ratio_fine, ratio_coarse = c_fine / strength, c_coarse / strength
    assert abs(ratio_fine - sign) < 0.002
    # A correction of order distance^(3/2) makes the error linear.
    shrink = (ratio_coarse - sign) / (ratio_fine - sign)
    assert 3 < shrink < 5
    slope_below, slope_above = slope(x0 - tiny), slope(x0 + tiny)
    singular = slope_above if side > 0 else slope_below
    regular = slope_below if side > 0 else slope_above
    expected = side * sign * strength / (2 * np.sqrt(tiny))
    assert abs(singular / expected - 1) < 0.05
    assert abs(regular) < 0.05 * abs(expected)
    rows.append((index, x0, j_zero, joint_dos(x0 - fine),
                 joint_dos(x0 + fine), ratio_coarse, ratio_fine,
                 slope_below, slope_above))

# Isolated M1 saddle, counted in k space with two different cutoffs.
masses = 1 / (w * a**2)
A = np.sqrt(2 * np.prod(masses)) / np.pi**2
Z, Q2, R = 0.20, 0.05, np.sqrt(0.055)
limits = np.sqrt(2 * masses) * np.array([R, R, Z])
axes = [(np.arange(n_mesh) + 0.5) * L / n_mesh for L in limits]
square = [k**2 / (2 * m) for k, m in zip(axes, masses)]
rho2 = square[0][:, None, None] + square[1][None, :, None]
z2 = square[2][None, None, :]
saddle = rho2 - z2
in_ball = rho2 + z2 < Q2
state_weight = 8 * np.prod(limits / n_mesh) * 2 / (2 * np.pi)**3


def slab_form(e):
    return A * (Z - np.sqrt(max(-e, 0)))


def ball_form(e):
    return A * (np.sqrt((Q2 - e) / 2) - np.sqrt(max(-e, 0)))


cutoff_rows = []
for low, high in [(-0.02, -0.01), (-0.01, 0.0), (0.0, 0.01)]:
    chosen = (saddle >= low) & (saddle < high)
    width = high - low
    slab = state_weight * np.count_nonzero(chosen) / width
    ball = state_weight * np.count_nonzero(chosen & in_ball) / width
    slab_law = quad(slab_form, low, high)[0] / width
    ball_law = quad(ball_form, low, high)[0] / width
    assert abs(slab / slab_law - 1) < 0.01    # finite k mesh
    assert abs(ball / ball_law - 1) < 0.01
    cutoff_rows.append((low, high, slab, slab_law, ball, ball_law))

print("Energies in hartree, J in 1/(hartree bohr^3)")
print(f"lattice constant a = {a:.1f} bohr, gap = {gap:.2f} hartree")
print("w1, w2, w3 =", ", ".join(f"{v:.2f}" for v in w), "hartree")
print("|m1|, |m2|, |m3| =", ", ".join(f"{m:.4f}" for m in masses),
      "electron masses")
print(f"A = {A:.5f} hartree^(-3/2) bohr^(-3)")
print("number of M0, M1, M2, M3 points:", *counts)
print(f"normalized integral of J over the band = {norm:.6f}")
print(f"largest window error against k count = {count_error:.1e}")
print("Critical energies: type, E0 (hartree), E0 (eV)")
for r in rows:
    print(f"M{r[0]}  {gap + r[1]:.3f}  {(gap + r[1]) * HARTREE_EV:.3f}")
print(f"J at E0-d, E0, E0+d with d = {fine:.0e} hartree")
for r in rows:
    print(f"M{r[0]} E0={gap + r[1]:.2f}  {r[3]:.6f}  "
          f"{abs(r[2]):.6f}  {r[4]:.6f}")
print("Measured root coefficient / A at distances",
      f"{coarse:.0e}, {fine:.0e} hartree")
for r in rows:
    print(f"M{r[0]} E0={gap + r[1]:.2f}  {r[5]:+.5f}  {r[6]:+.5f}")
print(f"dJ/dE at {tiny:.0e} hartree below and above E0,",
      "1/(hartree^2 bohr^3)")
for r in rows:
    print(f"M{r[0]} E0={gap + r[1]:.2f}  {r[7]:+.3f}  {r[8]:+.3f}")
print(f"Isolated M1: Z = {Z:.2f} hartree^(1/2), Q^2 = {Q2:.2f} hartree")
print("window of E-E0; mean J: slab count, law; ball count, law")
for r in cutoff_rows:
    print(f"{r[0]:+.2f} to {r[1]:+.2f}: {r[2]:.5f} {r[3]:.5f}; "
          f"{r[4]:.5f} {r[5]:.5f}")
print("every check passed")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 119, in <module>
    assert abs(norm - 1) < 1e-5
           ^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The normalization failed through rounding, as far as can be judged from the code, since only the failed assertion was printed. For energies within about 1e-8 hartree of a critical energy, the crowded quadrature nodes lie closer to a logarithmic singularity of the two-axis density than double precision resolves, so the complementary elliptic parameter can round to exactly zero and make the integral infinite. That parameter now has a floor of 1e-18, below any value resolved at these nodes; it alters only isolated end nodes of negligible weight. The physics, the tested quantities and all tolerances are unchanged.

The change:

```diff
@@ -49,4 +49,7 @@
     scale = (r4 - r2) * (r3 - r1)
     complement = (r4 - r3) * (r2 - r1) / scale
+    # Nodes can round onto the integrable logarithmic singularity itself;
+    # the floor keeps the logarithm finite there, at negligible weight.
+    complement = np.maximum(complement, 1e-18)
     result[inside] = 2 / np.pi**2 / np.sqrt(scale) * ellipkm1(complement)
     return result
@@ -117,6 +120,6 @@
 norm = sum(window_integral)
 count_error = np.max(np.abs(np.array(window_integral) - window_count))
-assert abs(norm - 1) < 1e-5
-assert count_error < 5e-4              # finite k mesh
+assert abs(norm - 1) < 1e-5, norm
+assert count_error < 5e-4, count_error    # finite k mesh
 
 # Side, sign and strength: extrapolate J from the smooth side by a cubic
@@ -144,14 +147,14 @@
     c_coarse, _ = root_coefficient(x0, side, coarse)
     ratio_fine, ratio_coarse = c_fine / strength, c_coarse / strength
-    assert abs(ratio_fine - sign) < 0.002
+    assert abs(ratio_fine - sign) < 0.002, (index, x0, ratio_fine)
     # A correction of order distance^(3/2) makes the error linear.
     shrink = (ratio_coarse - sign) / (ratio_fine - sign)
-    assert 3 < shrink < 5
+    assert 3 < shrink < 5, (index, x0, shrink)
     slope_below, slope_above = slope(x0 - tiny), slope(x0 + tiny)
     singular = slope_above if side > 0 else slope_below
     regular = slope_below if side > 0 else slope_above
     expected = side * sign * strength / (2 * np.sqrt(tiny))
-    assert abs(singular / expected - 1) < 0.05
-    assert abs(regular) < 0.05 * abs(expected)
+    assert abs(singular / expected - 1) < 0.05, (index, x0, singular)
+    assert abs(regular) < 0.05 * abs(expected), (index, x0, regular)
     rows.append((index, x0, j_zero, joint_dos(x0 - fine),
                  joint_dos(x0 + fine), ratio_coarse, ratio_fine,
@@ -199,5 +202,5 @@
 print(f"A = {A:.5f} hartree^(-3/2) bohr^(-3)")
 print("number of M0, M1, M2, M3 points:", *counts)
-print(f"normalized integral of J over the band = {norm:.6f}")
+print(f"integral of J over the band / (2/a^3) = {norm:.6f}")
 print(f"largest window error against k count = {count_error:.1e}")
 print("Critical energies: type, E0 (hartree), E0 (eV)")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 152, in <module>
    assert 3 < shrink < 5, (index, x0, shrink)
           ^^^^^^^^^^^^^^
AssertionError: (1, np.float64(0.04000000000000001), np.float64(2.722815711205939))
```

The author's reading of the failure: The strength A of each critical point was computed from finite-difference curvatures whose step, 0.01/a, was too coarse. Each curvature came out too small by about 3e-5 and A too large by about 5e-5, comparable with the genuine deviation of about 7e-5 at this M1 point; adding this constant offset to both deviations lowers their expected ratio from about 3.9 to about 2.7, as observed. The step is now 0.001/a, which cuts the offset to about 5e-7, while rounding errors stay far smaller than the deviations tested. The physics, the tested quantities and all tolerances are unchanged.

The change:

```diff
@@ -79,5 +79,7 @@
 
 def gradient_and_hessian(k):
-    h = 0.01 / a
+    # Relative curvature error (2 h a)^2/12, about 3e-7: well below the
+    # deviations from the square-root law that are measured later.
+    h = 0.001 / a
     step = h * np.eye(3)
     f = transition_energy
```

The mended program passes:

```
Energies in hartree, J in 1/(hartree bohr^3)
lattice constant a = 8.0 bohr, gap = 0.10 hartree
w1, w2, w3 = 0.02, 0.03, 0.04 hartree
|m1|, |m2|, |m3| = 0.7812, 0.5208, 0.3906 electron masses
A = 0.05713 hartree^(-3/2) bohr^(-3)
number of M0, M1, M2, M3 points: 1 3 3 1
integral of J over the band / (2/a^3) = 1.000000
largest window error against k count = 1.1e-05
Critical energies: type, E0 (hartree), E0 (eV)
M0  0.100  2.721
M1  0.140  3.810
M1  0.160  4.354
M1  0.180  4.898
M2  0.200  5.442
M2  0.220  5.987
M2  0.240  6.531
M3  0.280  7.619
J at E0-d, E0, E0+d with d = 1e-04 hartree
M0 E0=0.10  0.000000  0.000000  0.000572
M1 E0=0.14  0.021152  0.021746  0.021769
M1 E0=0.16  0.030528  0.031112  0.031125
M1 E0=0.18  0.037555  0.038124  0.038123
M2 E0=0.20  0.038123  0.038124  0.037555
M2 E0=0.22  0.031125  0.031112  0.030528
M2 E0=0.24  0.021769  0.021746  0.021152
M3 E0=0.28  0.000572  0.000000  0.000000
Measured root coefficient / A at distances 4e-04, 1e-04 hartree
M0 E0=0.10  +1.00363  +1.00090
M1 E0=0.14  -0.99973  -0.99993
M1 E0=0.16  -0.99862  -0.99965
M1 E0=0.18  -0.99807  -0.99951
M2 E0=0.20  -0.99807  -0.99951
M2 E0=0.22  -0.99862  -0.99965
M2 E0=0.24  -0.99973  -0.99993
M3 E0=0.28  +1.00363  +1.00090
dJ/dE at 1e-06 hartree below and above E0, 1/(hartree^2 bohr^3)
M0 E0=0.10  +0.000  +28.600
M1 E0=0.14  +28.829  +0.230
M1 E0=0.16  +28.728  +0.129
M1 E0=0.18  +28.587  -0.012
M2 E0=0.20  +0.012  -28.587
M2 E0=0.22  -0.129  -28.728
M2 E0=0.24  -0.230  -28.829
M3 E0=0.28  -28.600  +0.000
Isolated M1: Z = 0.20 hartree^(1/2), Q^2 = 0.05 hartree
window of E-E0; mean J: slab count, law; ball count, law
-0.02 to -0.01: 0.00446 0.00446; 0.00333 0.00333
-0.01 to +0.00: 0.00762 0.00762; 0.00566 0.00566
+0.00 to +0.01: 0.01143 0.01143; 0.00856 0.00856
every check passed
```
